\section*{Relaxation Length of a Dilute Impurity Under Preferential Sputtering}

\section{Problem}

Silicon uniformly doped with boron at $1.0\times10^{20}\,\mathrm{cm^{-3}}$ is eroded by 500 eV argon ions. The ions stir the outermost $d=2.0$ nm, the altered layer, which keeps its thickness as the surface recedes. Take the layer to be fully mixed, so that the boron fraction at the surface equals the fraction $c$ in the layer as a whole.

The component yield of a species is the number of its atoms emitted per ion, divided by its atomic fraction at the surface. Let it be $Y_h=0.50$ for the host, silicon, and $Y_i=0.25$ for the impurity, boron, both independent of composition. When erosion starts, the layer is already formed and has the bulk boron fraction $c_b$.

\begin{enumerate}
\item How does $c$ depend on the eroded depth $z$, and over what depth does it relax?
\item At an ion current density of $0.10\,\mathrm{mA/cm^2}$, what time and ion dose does that depth require?
\item The doped region ends abruptly above undoped silicon. How many nanometres must be eroded for each factor of ten in the remaining boron?
\item Which assumption limits the answer most?
\end{enumerate}

\section{A tempting solution}

Write $r=Y_i/Y_h=0.50$. In the steady state, boron must leave as fast as the receding surface brings it in. A dilute impurity is emitted in the ratio $rc$ to the host and supplied in the ratio $c_b$, so the final fraction is $c_b/r=2c_b$. Eroding a depth $d$ brings in one layer's worth of fresh material. The layer is therefore renewed over the depth $d$, and $c$ should approach its final value as
\begin{equation}
\frac{dc}{dz}=\frac{c_b/r-c}{d}\qquad\text{(wrong)}.
\label{wrong}
\end{equation}
The relaxation length would be 2.0 nm, whatever the impurity.

The final value is right, but the length is not. To see this, count boron atoms during the first small step $dz$. With $n$ atomic sites per unit volume, the bulk supplies $n c_b\,dz$ boron atoms per unit area. At $c=c_b$, equation (\ref{wrong}) says that the layer gains
\begin{equation}
n d\,dc=n c_b\left(\frac1r-1\right)dz .
\end{equation}
For $r=0.50$ this is the entire supply, so no boron could be leaving. Yet boron is present at the surface and has a nonzero yield. For $r<1/2$ the layer would have to gain more boron than it receives.

The fault lies in the word ``renewed''. The depth $d$ is the turnover length of the host atoms. A boron atom in the same layer is half as likely to be sputtered in a given time, so it stays longer. The steady state fixes where the concentration ends; the rate of approach must come from the boron balance itself.

\section{The balance solved correctly}

Let $J$ be the ion flux and $v$ the recession speed. Assume for now that the layer retains no argon and that both species occupy equal site volumes. Since the layer keeps its number of sites, the atoms entering from below replace those sputtered:
\begin{equation}
n v=J\left[Y_h(1-c)+Y_i c\right].
\label{sites}
\end{equation}
The layer holds $ndc$ boron atoms per unit area. It gains $nvc_b$ per unit time from the bulk and loses $JY_ic$ by sputtering:
\begin{equation}
n d\,\frac{dc}{dt}=n v c_b-J Y_i c .
\label{balance}
\end{equation}
Because $dz=v\,dt$, we have $dc/dt=v\,dc/dz$. Dividing (\ref{balance}) by $nv$ and inserting (\ref{sites}) gives
\begin{equation}
d\,\frac{dc}{dz}=c_b-\frac{Y_i c}{Y_h(1-c)+Y_i c}
=c_b-\frac{r c}{1-(1-r)c}.
\label{full}
\end{equation}
The ion flux has cancelled: in this model the current sets how fast the curve is traversed, not its shape in depth.

If $|1-r|\,c\ll1$, the denominator is close to one, and
\begin{equation}
d\,\frac{dc}{dz}=c_b-rc .
\label{dilute}
\end{equation}
Put $u=c-c_b/r$. Then $c_b-rc=-ru$, so $du/dz=-(r/d)u$ and $u(z)=u(0)e^{-rz/d}$. Hence
\begin{equation}
c(z)=\frac{c_b}{r}+\left[c(0)-\frac{c_b}{r}\right]e^{-z/L},
\qquad
L=\frac dr=d\,\frac{Y_h}{Y_i}.
\label{law}
\end{equation}
The relaxation length is the layer thickness times the host-to-impurity yield ratio. It is the depth over which the deviation falls by a factor $e$, not the depth at which the change is complete.

The same ratio appears in the final concentration and in the length for one reason. A slowly sputtered impurity must accumulate until its larger surface fraction compensates for its smaller yield, and a larger accumulation from the same supply takes longer. Near the start, with $c(0)=c_b$, equation (\ref{dilute}) gives $dc/dz=(1-r)c_b/d$: the layer keeps the fraction $1-r$ of the boron it receives.

\section{Numbers for the boron-doped layer}

The silicon site density is $n=4.994\times10^{22}\,\mathrm{cm^{-3}}$, so $c_b=2.0\times10^{-3}$. The length and the final boron density are
\begin{equation}
L=\frac{2.0\ \mathrm{nm}}{0.50}=4.0\ \mathrm{nm},
\qquad
\frac{1.0\times10^{20}}{0.50}=2.0\times10^{20}\ \mathrm{cm^{-3}} .
\end{equation}

Equation (\ref{law}) can be tested by counting single atoms. Take a layer of 2000 sites with four boron atoms and a bulk fraction of 0.002. At each step one atom is removed, with a probability weighted by its yield, and replaced by an atom drawn from the bulk. Following the probability of each boron count gives the mean without sampling noise:

\begin{center}
\begin{tabular}{ccc}
$z$ (nm) & $c/c_b$, equation (\ref{law}) & $c/c_b$, atom by atom\\
0 & 1.000 & 1.000\\
2 & 1.393 & 1.393\\
4 & 1.632 & 1.631\\
8 & 1.865 & 1.862\\
20 & 1.993 & 1.989
\end{tabular}
\end{center}

The largest deviation, relative to the law, is 0.22\%. After 2 nm the boron has made 39\% of its total rise, whereas (\ref{wrong}) would have given 63\%.

For the second question, the ion flux is $6.242\times10^{14}\,\mathrm{cm^{-2}s^{-1}}$ for singly charged ions. In the dilute limit (\ref{sites}) gives
\begin{equation}
v=\frac{JY_h}{n}
=\frac{6.242\times10^{14}\times0.50}{4.994\times10^{22}}\ \mathrm{cm/s}
=0.0625\ \mathrm{nm/s}.
\end{equation}
Eroding $L$ takes $4.0/0.0625=64$ s. The dose is $nL/Y_h=4.0\times10^{16}\,\mathrm{cm^{-2}}$.

The sputtered material evolves differently from the layer. Its boron-to-silicon ratio is $rc/(1-c)$. At the start this is 0.50 times the bulk ratio; in the steady state it equals the bulk ratio. Emission of bulk composition therefore does not show that the remaining surface has bulk composition: here the layer then holds twice the bulk boron fraction.

\section{The tail, and a fast-sputtered impurity}

When the lower edge of the altered layer passes the end of the doped region, the supply stops. This happens while the surface is still a depth $d$ above the boundary. Measuring $z$ from that moment and setting $c_b=0$ in (\ref{dilute}) gives
\begin{equation}
c(z)=c(0)e^{-z/L},
\qquad
z_{10}=L\ln10=4.0\times2.303=9.2\ \mathrm{nm},
\end{equation}
where $z_{10}$ is the eroded depth per decade. This answers the third question. Starting from the steady state, the layer still holds $2.0\times10^{19}\,\mathrm{cm^{-3}}$ after 9.2 nm, although no boron is being supplied. The tempting argument would have predicted half that depth per decade.

For an impurity with $r=2$ and the same $d$, the final fraction is $c_b/2$ and $L=1.0$ nm. The impurity is depleted, and quickly. The atom-by-atom test, repeated for this ratio, agrees with (\ref{law}) to 0.16\%. For $r=1$ the length is $d$, the one case in which (\ref{wrong}) is correct. A layer that starts at the bulk fraction then stays there, but any initial difference still relaxes over $d$.

\section{When ``dilute'' is not dilute enough}

For small $r$ the predicted enrichment $1/r$ is large, and a small bulk fraction no longer guarantees a small layer fraction. The steady state of (\ref{full}), called $c_s$, satisfies
\begin{equation}
rc_s=c_b[1-(1-r)c_s]
\quad\Rightarrow\quad
c_s=\frac{c_b}{r+c_b(1-r)} .
\label{steady}
\end{equation}
To find the late relaxation, write $f(c)=rc/[1-(1-r)c]$ and differentiate:
\begin{equation}
f'(c)=r\,\frac{[1-(1-r)c]+(1-r)c}{[1-(1-r)c]^2}
=\frac{r}{[1-(1-r)c]^2}.
\end{equation}
From (\ref{steady}), $1-(1-r)c_s=r/[r+c_b(1-r)]$. A small deviation obeys $d\,du/dz=-f'(c_s)u$, so its decay length is
\begin{equation}
L_{\rm late}=\frac{d}{f'(c_s)}
=\frac{d\,r}{[r+c_b(1-r)]^2}
=\frac dr\left[1+\frac{c_b(1-r)}{r}\right]^{-2}.
\label{late}
\end{equation}
For $r<1$ the simple length thus requires $c_b(1-r)\ll r$, which for small $r$ is much stronger than $c_b\ll1$. For $r>1$ and a start at $c_b$, the initial fraction is the largest, and the requirement is $c_b(r-1)\ll1$.

In the boron example the late length is shorter than $L$ by 0.40\%, which is negligible. With $d$ still 2.0 nm but $r=0.02$ and $c_b=0.02$, the simple formula gives 100 nm. Integrating the species balances gives a late length of 25.5 nm and a final layer fraction of 0.505. A 2\% impurity has become half of the layer. The late length describes only the final approach; the first 63\% of the rise takes 41 nm.

\section{Retained argon and incomplete mixing}

Suppose argon occupies a steady fraction $g$ of the layer sites, with $d$, $n$ and the component yields held fixed. Newly trapped argon balances escaping argon, so bulk atoms replace only the sputtered host and impurity. For dilute boron, $nv=JY_h(1-g)$. Dividing (\ref{balance}) by this gives
\begin{equation}
d\,\frac{dc}{dz}=c_b-\frac{r}{1-g}\,c,
\qquad L_g=\frac{d(1-g)}r .
\end{equation}
A rough value $g=0.05$ shortens the length by 5\%, to 3.8 nm.

The mixing assumption matters more. Let $x$ be the depth below the moving surface, $D$ the diffusivity produced by ion mixing, and $M=D/v$, which is a length. In units of $nv$, the boron flux towards the surface is $c+M\,\partial c/\partial x$: the first term is carried by the recession, the second by mixing. Conservation gives
\begin{equation}
\frac{\partial c}{\partial z}
=\frac{\partial}{\partial x}\left(c+M\frac{\partial c}{\partial x}\right),
\label{mixing}
\end{equation}
with flux $rc(0)$ leaving at $x=0$ and flux $c_b$ entering at $x=d$.

In the steady state the flux is $c_b$ everywhere, so $c(0)=c_b/r$ for any $M$. Solving $c+M\,dc/dx=c_b$ with this surface value gives
\begin{equation}
c(x)=c_b\left[1+\left(\frac1r-1\right)e^{-x/M}\right].
\end{equation}
Weak mixing leaves the final surface fraction unchanged but confines the enrichment to a shallower region.

For the relaxation length, insert a decaying deviation $e^{-\lambda z}\phi(x)$ into (\ref{mixing}). The deviation has no supply, so its flux is zero at $x=d$ and $r\phi(0)$ at $x=0$. Integrating over the layer gives
\begin{equation}
-\lambda d\,\bar\phi=-r\phi(0)
\quad\Rightarrow\quad
\frac1\lambda=\frac dr\,\frac{\bar\phi}{\phi(0)},
\label{mode}
\end{equation}
where $\bar\phi$ is the layer mean. For strong mixing write $\phi=1+w(x)/M$ with $w(0)=0$. To leading order $\lambda=r/d$ and (\ref{mixing}) becomes $w''=-r/d$. The surface condition $1+w'(0)=r$ then gives
\begin{equation}
w'=-(1-r)-\frac{rx}{d},
\qquad
w=-(1-r)x-\frac{rx^2}{2d}.
\end{equation}
At $x=d$ this has $w'=-1$, so the flux $1+w'$ vanishes there as required. The mean is $\bar w=-(1-r)d/2-rd/6=-d(1/2-r/3)$. Equation (\ref{mode}) yields, to first order in $d/M$,
\begin{equation}
L_M\simeq\frac dr\left[1-\frac dM\left(\frac12-\frac r3\right)\right].
\label{first}
\end{equation}
To this order, the layer mean of the decaying deviation is smaller than its surface value for $r<3/2$, so by (\ref{mode}) the length shortens. The well-mixed result is safe when $d\ll M$ and, for a fast-sputtered impurity, also $rd\ll M$: at $r=20$ and $d/M=0.1$ the length is 64\% above $d/r$.

To estimate $M$, treat relocations as a random walk. If each ion displaces $N_d$ atoms by a root-mean-square distance $R$, an atom in the layer moves at the rate $JN_d/(nd)$, so $D=JN_dR^2/(6nd)$. With $v=JY_h/n$,
\begin{equation}
M=\frac{N_dR^2}{6dY_h}.
\end{equation}
A rough estimate of the displacement number is $N_d=0.8E/(2E_d)$, with $E$ the ion energy and $E_d$ the displacement energy. For 500 eV and a rough 15 eV it gives 13.3. Strictly, $E$ should be the damage energy, the part not lost to electrons, about 420 eV here; using it would lower $N_d$ and $M$ by about 16\% and the length found below from 3.0 to 2.9 nm. With a rough $R=1.0$ nm,
\begin{equation}
M=\frac{13.3\times1.0^2}{6\times2.0\times0.50}\ \mathrm{nm}=2.2\ \mathrm{nm},
\qquad \frac dM=0.90 .
\end{equation}
This is not small. Equation (\ref{first}) gives 2.8 nm; solving (\ref{mixing}) numerically for its slowest mode gives 3.0 nm, which is 24\% below the well-mixed 4.0 nm. The late tail of the third question then falls by a decade every 7.0 nm instead of 9.2 nm. The slowest mode governs only the late approach: starting from $c_b$, the surface fraction makes 63\% of its rise after 2.6 nm. The steady mean enrichment falls from 2.0 to 1.66. These values are only indicative: a diffusivity presumes relocations much shorter than the layer thickness, and here $R$ is half of $d$.

\section{How far the answer applies to a real surface}

A silicon yield near one half and an altered layer of a few nanometres are rough but reasonable values for 500 eV argon. The boron yield is a chosen value, and $L$ is inversely proportional to it. A linear-cascade estimate from the masses and elemental binding energies puts $r$ near one, roughly 0.9 to 1.2, so the twofold enrichment illustrates the model and is not a prediction for boron in silicon. Among the model simplifications estimated here for the boron layer, complete mixing is the one that affects the length most, which answers the fourth question. The size of the effect is itself uncertain, because $M$ varies as $R^2$: with $R=0.5$ nm instead of 1.0 nm, the slowest mode of equation (\ref{mixing}) has a length of 1.7 nm. The 4.0 nm is therefore the well-mixed limit for the chosen yields, and the real length may be less than half of it.

Surface segregation, composition-dependent yields, a surface oxide and the initial formation of the altered layer are left out. The last leaves the starting fraction uncertain. In the well-mixed model an error in it fades only over $L$: 37\% of it remains after 4.0 nm. The numerical output below lists the main values.

\section*{Calculated quantities}
\begin{verbatim}
Altered layer thickness d: 2.0 nm
Component yields Si, B: 0.50, 0.25 atoms/ion
Yield ratio r = Y_B/Y_Si: 0.50
Silicon atomic density: 4.994e+22 cm^-3
Bulk boron density: 1.0e+20 cm^-3
Bulk boron atomic fraction: 2.002e-03
Relaxation length L: 4.00 nm
Steady layer boron density: 2.00e+20 cm^-3
Tail after doped region, L ln10: 9.21 nm/decade
Tail from species balance: 9.21 nm/decade
Ion current density: 0.10 mA/cm^2
Ion flux: 6.242e+14 cm^-2 s^-1
Recession speed: 0.0625 nm/s
Time to erode L: 64.0 s
Ion dose to erode L: 4.00e+16 cm^-2
Layer enrichment c/c_bulk: depth nm, law, atom-by-atom
    0.0  1.0000  1.0000
    2.0  1.3935  1.3928
    4.0  1.6321  1.6307
    8.0  1.8647  1.8619
   12.0  1.9502  1.9466
   20.0  1.9933  1.9889
Atom-by-atom test: 2000 sites, bulk fraction 0.002
Largest relative deviation, r=0.5: 2.2e-03
Largest relative deviation, r=2.0: 1.6e-03
Emitted B/Si over bulk B/Si, start: 0.500
Emitted B/Si over bulk B/Si, end: 1.000
L with finite dilution: 3.984 nm
  change from L: -0.40 %
Slow impurity case: r=0.02, bulk fraction=0.02
  dilute length d/r: 100.0 nm
  true late length: 25.5 nm
  steady layer fraction: 0.505
Retained argon fraction (rough): 0.05
L with retained argon: 3.800 nm
  change from L: -5.0 %
Ion energy: 500 eV
Displacement energy (rough): 15 eV
Displacements per ion: 13.3
Relocation distance (rough): 1.0 nm
Mixing length M = D/v: 2.22 nm
Ratio d/M: 0.90
L with incomplete mixing: 3.038 nm
  change from L: -24.0 %
  first-order estimate: 2.800 nm
  shift, 200 to 400 cells: -9.5e-07 nm
Steady layer mean c/c_bulk, incomplete mixing: 1.659
\end{verbatim}
